# Charging energy from a half-occupied Kohn-Sham eigenvalue and its 1/24 error

## 1. Definitions and conventions

The nuclei, the external potential and, for a solid, the periodic cell are held fixed. One spin-orbital $f$ has occupation $n$, with $0\le n\le 1$; all other occupations keep their integer values. For each $n$ the orbitals are made self-consistent. The resulting total energy is $E(n)$ and the Kohn-Sham eigenvalue of $f$ is $\varepsilon(n)$. Primes denote derivatives with respect to $n$. The fixed-geometry charging energy is

$$\Delta=E(1)-E(0),$$

the energy change when one electron is added. It is negative when the electron is bound relative to the chosen zero of potential. Formulas are in Hartree atomic units; results for the molecule are in eV.

The statement to be shown is

$$\Delta=\varepsilon(\tfrac12)+\frac{\varepsilon''(\tfrac12)}{24}+\text{higher even derivatives}.$$

The error of the half-occupied eigenvalue, $\varepsilon(\tfrac12)-\Delta$, is thus $-\varepsilon''(\tfrac12)/24$ to leading order. It is an error relative to the energy difference of the same approximate functional, and says nothing about that functional's agreement with experiment.

For a point defect, $\Delta$ is a charge-transition level. Let $E_q$ be the energy of the cell with defect charge $q$, $E_v$ the valence-band edge and $\mu$ the Fermi energy measured from it. The formation energy contains $E_q+q(E_v+\mu)$, plus atomic reservoir terms that do not depend on $q$. Charges $q+1$ and $q$ are equally favourable when

$$E_{q+1}+(q+1)(E_v+\mu)=E_q+q(E_v+\mu),$$

and therefore

$$\mu=E_q-E_{q+1}-E_v=\Delta-E_v .$$

Charge $q$ has one electron more than charge $q+1$, which fixes the sign. With both energies taken at one geometry, this is the vertical level.

## 2. A simple case: one orbital that can relax

Take a nucleus of charge $Z$ and one orbital $f=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$ with a free exponent $\zeta$. Keep the full Hartree repulsion of its density, including the self-repulsion, and no exchange. This is a deliberately crude functional, but every quantity can be found in closed form.

Since $|\nabla f|=\zeta f$, the kinetic energy per electron is $\zeta^2/2$. The nuclear attraction is

$$-Z\,4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr=-Z\zeta .$$

The density $|f|^2$ produces the potential

$$V(r)=\frac1r-e^{-2\zeta r}\left(\zeta+\frac1r\right).$$

Indeed $(rV)''=-4\zeta^3re^{-2\zeta r}=-4\pi r|f|^2$, which is Poisson's equation; $V$ is finite at the origin and tends to $1/r$ far away. The repulsion integral is

$$J=4\zeta^3\int_0^\infty r^2e^{-2\zeta r}V\,dr
=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{32\zeta^2}-\frac1{16\zeta^2}\right]=\frac58\zeta .$$

Write $J=U\zeta$ with $U=5/8$. The density is $n|f|^2$, so the Hartree energy is $n^2J/2$ and

$$E=n\left(\frac{\zeta^2}{2}-Z\zeta\right)+\frac{n^2}{2}U\zeta .$$

For $n>0$, $\partial E/\partial\zeta=0$ gives $\zeta=Z-Un/2$. Then

$$E(n)=n\left[\frac{\zeta^2}{2}-\zeta\left(Z-\frac{Un}{2}\right)\right]=-\frac n2\left(Z-\frac{Un}{2}\right)^2 .$$

The orbital energy is the expectation value of the mean-field Hamiltonian, in which the repulsion enters as $nJ$ without the factor one half:

$$\varepsilon=\frac{\zeta^2}{2}-Z\zeta+nU\zeta
=-\frac12\left(Z-\frac{Un}{2}\right)\left(Z-\frac{3Un}{2}\right)
=-\frac12\left(Z^2-2ZUn+\frac34U^2n^2\right).$$

Expanding $E=-\tfrac12(Z^2n-ZUn^2+\tfrac14U^2n^3)$ and differentiating gives the same expression, so $dE/dn=\varepsilon$ here. Now compare the two energies:

$$\Delta=-\frac12\left(Z^2-ZU+\frac{U^2}{4}\right),\qquad
\varepsilon(\tfrac12)=-\frac12\left(Z^2-ZU+\frac{3U^2}{16}\right),$$

$$\Delta-\varepsilon(\tfrac12)=-\frac{U^2}{32},\qquad \varepsilon''=-\frac34U^2,\qquad \frac{\varepsilon''}{24}=-\frac{U^2}{32}.$$

The factor 1/24 accounts for the whole difference, because $\varepsilon$ is quadratic in $n$. For $Z=1$, a numerical minimization over $\zeta$ with the integrals done by quadrature gives $\Delta=-0.2363$ and $\varepsilon(\tfrac12)=-0.2241$ hartree. The difference, $-0.0122$ hartree, agrees with $-(0.625)^2/32$.

**Limit: a frozen orbital.** If $\zeta$ does not respond to $n$, then $\varepsilon=h+nJ$, with $h$ the fixed one-electron energy, is linear in $n$. Hence $\varepsilon(\tfrac12)=h+J/2=\Delta$ and the error vanishes. In this model the error comes from relaxation: the orbital expands as it fills, its self-repulsion falls, and $\varepsilon''$ is negative.

## 3. Generalization: the eigenvalue is the slope of the energy

For a general Kohn-Sham system with orthonormal orbitals $\phi_i$ and occupations $n_i$,

$$E=\sum_i n_i\langle\phi_i|t+v|\phi_i\rangle+E_{\rm Hxc}[\rho]+E_{\rm nuc},\qquad \rho=\sum_i n_i|\phi_i|^2 .$$

Here $t$ is the kinetic operator, $v$ the external potential, $E_{\rm Hxc}$ the Hartree, exchange and correlation energy, and $E_{\rm nuc}$ the constant nuclear repulsion. Assume that $E_{\rm Hxc}$ is differentiable, with derivative $v_{\rm Hxc}$, and let $h=t+v+v_{\rm Hxc}$, so that $h\phi_i=\varepsilon_i\phi_i$.

When $n_f=n$ changes, $E$ changes through the explicit occupation and through every orbital:

$$\frac{dE}{dn}=\langle f|h|f\rangle+\sum_i n_i\left[\left\langle\frac{d\phi_i}{dn}\Big|h\Big|\phi_i\right\rangle+\text{c.c.}\right].$$

Because $h\phi_i=\varepsilon_i\phi_i$, the sum equals $\sum_i n_i\varepsilon_i\,d\langle\phi_i|\phi_i\rangle/dn$, which is zero since the norms stay equal to one. What remains is Janak's theorem,

$$\frac{dE}{dn}=\varepsilon(n).$$

At $n=0$ and $n=1$ the derivative is one-sided. For a hybrid functional $E_{\rm Hxc}$ depends on the one-particle density matrix and $v_{\rm Hxc}$ becomes a nonlocal operator; the same steps hold. Integration gives

$$\Delta=\int_0^1\varepsilon(n)\,dn .$$

The charging energy is the mean of the eigenvalue over the filling, and no orbital relaxation has been neglected. The half-occupied eigenvalue replaces this mean by the value at the midpoint.

For a semilocal functional and a non-degenerate level, first-order perturbation theory gives $\varepsilon'=\langle f|dv_{\rm Hxc}/dn|f\rangle$. The slope is the repulsion of the level by the charge added to it, including the response of all other orbitals. The second derivative $\varepsilon''$ is the change of this relaxed self-repulsion with filling.

## 4. The midpoint value and its error

Put $n=\tfrac12+x$. If $\varepsilon$ has four continuous derivatives, Taylor's theorem gives, with derivatives taken at $\tfrac12$ unless marked,

$$\varepsilon(\tfrac12+x)=\varepsilon+\varepsilon'x+\frac{\varepsilon''}{2}x^2+\frac{\varepsilon'''}{6}x^3+\frac{\varepsilon''''(\eta)}{24}x^4,$$

where $\eta$ lies between $\tfrac12$ and $\tfrac12+x$. Over $-\tfrac12\le x\le\tfrac12$ the odd powers integrate to zero. The even ones give

$$\int x^2dx=\frac1{12},\qquad \int x^4dx=\frac1{80}.$$

Since $x^4\ge0$, the mean-value theorem takes the fourth derivative out of the integral at some point $\xi$:

$$\boxed{\;\Delta=\varepsilon(\tfrac12)+\frac{\varepsilon''(\tfrac12)}{24}+\frac{\varepsilon''''(\xi)}{1920}\;}$$

The slope $\varepsilon'$, which may be several eV, has dropped out by symmetry.

**Limit: a narrow window.** The word "leading" has a strict sense if the occupation changes by $\delta$ about one half. The integral of $x^2/2$ is then $\delta^3/24$, and division by $\delta$ gives

$$\frac{E(\tfrac12+\tfrac\delta2)-E(\tfrac12-\tfrac\delta2)}{\delta}=\varepsilon(\tfrac12)+\frac{\delta^2}{24}\varepsilon''(\tfrac12)+O(\delta^4).$$

A whole electron means $\delta=1$, which is not small. There the first term is a good estimate if the higher derivatives are moderate, and this has to be examined for each system.

**Comparison with the end points.** From the same expansion, the mean of the two end-point eigenvalues is $\varepsilon(\tfrac12)+\varepsilon''/8+\varepsilon''''/384+\dots$. Subtracting $\Delta$ gives

$$\frac{\varepsilon(0)+\varepsilon(1)}2-\Delta=\frac{\varepsilon''}{12}+\frac{\varepsilon''''}{480}+\dots$$

The leading error is twice as large as that of the midpoint and has the opposite sign. One part of this mean and two parts of the midpoint value therefore cancel $\varepsilon''$:

$$\frac{\varepsilon(0)+4\varepsilon(\tfrac12)+\varepsilon(1)}6-\Delta=\frac{\varepsilon''''}{2880}+\dots$$

## 5. When the eigenvalue is not smooth at an end point

Local exchange offers a case where Taylor's theorem cannot be applied up to $n=0$. Let a frozen orbital fill an otherwise empty spin channel. Its exchange energy is proportional to $-\int(n|f|^2)^{4/3}d^3r$, hence to $-n^{4/3}$, and its contribution to $\varepsilon$ is $-c\,n^{1/3}$ with $c>0$. The second derivative diverges as $n\to0$.

An exact form of the error covers this case. Integrate by parts twice on each half of the interval, assuming that the boundary terms vanish at $n=0$ and $n=1$:

$$\int_0^{1/2}\frac{n^2}{2}\varepsilon''dn=\frac{\varepsilon'(\frac12)}8-\frac{\varepsilon(\frac12)}2+\int_0^{1/2}\varepsilon\,dn,$$

$$\int_{1/2}^1\frac{(1-n)^2}{2}\varepsilon''dn=-\frac{\varepsilon'(\frac12)}8-\frac{\varepsilon(\frac12)}2+\int_{1/2}^1\varepsilon\,dn .$$

Their sum is

$$\Delta-\varepsilon(\tfrac12)=\int_0^1K(n)\,\varepsilon''(n)\,dn,\qquad K(n)=\tfrac12\min(n,1-n)^2 .$$

The weight $K$ is non-negative and its integral is $2\int_0^{1/2}(n^2/2)\,dn=1/24$. The difference $\Delta-\varepsilon(\tfrac12)$ is thus 1/24 of a weighted mean of $\varepsilon''$. The weight vanishes at the end points and suppresses the singularity: the integrand behaves as $n^2n^{-5/3}=n^{1/3}$.

For $\varepsilon=-cn^{1/3}$ the full difference is $\Delta-\varepsilon(\tfrac12)=-c(0.7500-0.7937)=0.0437c$. The leading term is $\tfrac1{24}\cdot\tfrac29\,2^{5/3}c=0.0294c$, or 67% of it. The midpoint value is still useful, but its leading error estimate is a third too small.

## 6. A silicon dangling bond

The silyl radical SiH$_3$ is a small model of a dangling bond on a silicon atom with three neighbours. Its three bonds are set in the tetrahedral directions of the silicon lattice, 109.47° apart, with a round length of 0.148 nm. The spin-up dangling orbital is filled from the cation ($n=0$) to the neutral radical ($n=1$). The level of theory is unrestricted LDA (Slater exchange, VWN correlation) in the def2-SVP basis.

The total energies give

$$\Delta=-7889.3977-(-7880.3565)=-9.0412\ \text{eV}=-0.33226\ \text{hartree}.$$

The eigenvalues are $\varepsilon(0)=-12.637$, $\varepsilon(\tfrac12)=-9.0647$ and $\varepsilon(1)=-5.327$ eV. Each end-point eigenvalue misses $\Delta$ by 3.6 to 3.7 eV, close to half the slope $\varepsilon'(\tfrac12)=7.42$ eV. The midpoint misses it by

$$\Delta-\varepsilon(\tfrac12)=23.5\ \text{meV}.$$

Each link can be tested on these data. The slope of the total energy at $n=\tfrac12$, extrapolated from two window widths, is $-9.0648$ eV, in agreement with the eigenvalue. A five-point Gauss integral of $\varepsilon$ gives $-9.0412$ eV, the total-energy difference. At the occupations computed, the dangling level stays at least 3.21 eV from any other level of its spin in this basis, so no crossing was met.

The eigenvalues at $n=0.4$, 0.5 and 0.6 give

$$\varepsilon''(\tfrac12)=\frac{-9.8045+2(9.0647)-8.3204}{(0.1)^2}\approx0.45\ \text{eV},$$

or 0.4555 eV with unrounded eigenvalues. This finite difference exceeds the derivative by about $\varepsilon''''h^2/12$ for step $h$. The step $h=0.2$ gives 0.4756 eV, and extrapolation to zero step gives $\varepsilon''(\tfrac12)=0.449$ eV and $\varepsilon''''\approx8.0$ eV. For the window $\delta=0.2$ the 1/24 law then predicts $0.04\times449/24=0.748$ meV, and the next term, $\delta^4\varepsilon''''/1920$, adds 0.007 meV. The total energies give 0.755 meV.

For the whole electron, $\varepsilon''/24=18.7$ meV, which is 79% of the difference and leaves 4.8 meV; $\varepsilon''''(\tfrac12)/1920$ accounts for about 4.2 meV of this. The end-point mean is too high by 59 meV, whereas $\varepsilon''/12$ is 37 meV; higher derivatives matter more there. The three-point rule is too high by 4.0 meV, against 2.8 meV from $\varepsilon''''/2880$ alone. It has no practical advantage here: the calculations at $n=0$ and $n=1$ that it needs already give $\Delta$ directly from their total energies.

In this LDA calculation with the def2-SVP basis, $\varepsilon''$ is positive, opposite in sign to that of the Hartree model in section 2. Section 5 shows a positive contribution from local exchange for an empty spin channel, which this one is not. If the orbitals are frozen in their $n=\tfrac12$ shape, the Hartree part of $\varepsilon$ is linear in $n$ and $\varepsilon''$ comes from exchange and correlation alone; it is then about 1.2 eV. Relaxation lowers it to 0.45 eV, the same direction as in section 2. With PBE0, which replaces part of the semilocal exchange by nonlocal exchange, $\Delta-\varepsilon(\tfrac12)$ rises to 49 meV at the same geometry and basis. PBE0 also contains gradient corrections and a different correlation functional, so the rise cannot be assigned to nonlocal exchange alone. The origin of this rise is left open. With LDA and the larger def2-TZVP basis the difference falls to 13 meV, although $\Delta$ itself moves by just 7 meV. In the three calculations the size of the midpoint error lies between 13 and 49 meV. The shift of 10 meV between the two basis sets shows that the LDA value is not converged. Basis sets with diffuse functions give 11.9 meV (def2-TZVPD), 11.5 meV (def2-QZVPPD) and 11.1 meV (aug-cc-pVTZ). The LDA difference thus keeps its sign and settles near 11 to 12 meV, about half the def2-SVP value. The PBE0 value is known in def2-SVP only.

## 7. The surrounding crystal and the periodic cell

Suppose the environment adds an energy $Cq^2$ that depends on the total charge alone. While an electron is added to charge $q_0+1$, the charge is $q=q_0+1-n$. The contribution to $\Delta$ is

$$C\left[q_0^2-(q_0+1)^2\right]=-C(2q_0+1),$$

and that to $\varepsilon(\tfrac12)$ is $-2Cq$ at $q=q_0+\tfrac12$, the same number. Such a term makes $\varepsilon$ steeper or flatter but leaves $\varepsilon''$ unchanged.

The spurious energy of a point charge with its periodic images and neutralizing background has this form, with $C=-\alpha/(2\epsilon_rL)$. For a cubic cell $\alpha=2.837$. With three silicon lattice constants, $L=1.629$ nm, and a rough permittivity $\epsilon_r=11.7$, the step from $+1$ to 0 is shifted by

$$\frac{2.837\times1.44\ \text{eV nm}}{2\times11.7\times1.629\ \text{nm}}=0.107\ \text{eV}.$$

This must be subtracted from the half-occupied eigenvalue just as from the energy difference. The eigenvalue at $n=0$ carries twice the shift and that at $n=1$ none. Corrections for the shape of the defect charge are not included. The eigenvalue, the total energy and $E_v$ must also refer to the same zero of potential.

Polarization of the host can be sized in the same way. A charge in a spherical cavity of rough radius 0.2 nm in silicon has $C=-(1-1/\epsilon_r)/(2R)$, or $-3.29$ eV. It raises $\Delta$ by 3.29 eV and changes the slope by $2C=-6.58$ eV. The molecular slope of 7.42 eV would fall to about 0.8 eV. The midpoint error stays unchanged in this model, because the added energy depends on the total charge alone. The remaining slope depends strongly on the cavity radius (0.1 eV at 0.18 nm, 2.2 eV at 0.25 nm), and a real host also reshapes the orbital. The estimate shows the direction of screening and its size for the assumed radius, not a value for a real defect.

## 8. Reading the result for real defects

A dangling bond in silicon or at its oxide interface has silicon neighbours in place of hydrogen and levels to be placed in a gap of roughly 1.1 eV. The molecular $\Delta$ of $-9.04$ eV refers to vacuum and is far from such a level; SiH$_3$ has no valence-band edge. What can be compared is the scale of the midpoint error. The values found, 11 to 49 meV depending on basis and functional (the upper one from PBE0 in the small basis only), are of the order of the thermal energy at room temperature (about 26 meV) and amount to roughly 1 to 5% of the gap. For a real defect the midpoint error must be computed anew. The assumption of fixed nuclei is a separate source of error. In LDA with the def2-SVP basis, the SiH$_3$ cation gains 0.85 eV when it relaxes to a planar shape with bonds of 0.150 nm; the def2-TZVPD basis gives 0.83 eV and 0.149 nm.

Relaxation enters with a definite sign. Let $\lambda_q$ be the energy that charge $q$ gains by relaxing from the common geometry. Then

$$E_q^{\rm relaxed}-E_{q+1}^{\rm relaxed}=\Delta+\lambda_{q+1}-\lambda_q .$$

The cation's relaxation raises this difference by 0.85 eV. The neutral radical's own relaxation lowers it and was not computed. In a crystal the back bonds restrain the motion, so the molecular value should not be transferred.

The midpoint formula needs one identifiable level and one continuous self-consistent solution. It can fail if $f$ crosses another level, if the added charge moves from the defect into a band, or if a degenerate level splits during filling. $E(n)$ may then have a kink, and a Taylor expansion across it is not valid. An integral over each smooth piece still holds if the energy is continuous.

The exact functional is a different limit. Its ground-state energy is a straight line between integer electron numbers, so the frontier eigenvalue is constant for $0<n<1$ and equals $\Delta$. Jumps of the potential at the integers do not affect the integral, and the midpoint error is zero. For a frontier level filled along the ground state, a nonzero $\varepsilon'$ thus marks an approximate functional, while $\varepsilon''$ gives, to leading order, how far its half-occupied eigenvalue departs from its own charging energy. The main def2-SVP and def2-TZVP values are in the numerical output.

## Computed results

```
1s model: self-repulsion U at unit exponent 0.62500 hartree
1s model: Delta -0.23633 hartree
1s model: eps(1/2) -0.22412 hartree
1s model: eps'' -0.29297 hartree
1s model: Delta - eps(1/2) -0.01221 hartree
eps ~ n^(1/3): leading term / full difference 0.673 (no unit)
SiH3: bond length 0.148 nm
SiH3: bond angle 109.47 degree
SiH3 LDA: E(cation) -7880.3565 eV
SiH3 LDA: E(neutral) -7889.3977 eV
SiH3 LDA: Delta -9.0412 eV = -0.332258 hartree
SiH3 LDA: eps(0.0) -12.6371 eV
SiH3 LDA: eps(0.4) -9.8045 eV
SiH3 LDA: eps(0.5) -9.0647 eV
SiH3 LDA: eps(0.6) -8.3204 eV
SiH3 LDA: eps(1.0) -5.3270 eV
SiH3 LDA: dE/dn at 1/2 from energies -9.0648 eV
SiH3 LDA: Gauss integral of eps -9.0412 eV
SiH3 LDA: eps'(1/2) 7.4203 eV
SiH3 LDA: eps''(1/2) 0.4555 eV
SiH3 LDA: eps''/24 18.98 meV
SiH3 LDA: Delta - eps(1/2) 23.54 meV
SiH3 LDA: left after eps''/24 4.56 meV
window 0.2: energy slope - eps(1/2) 0.755 meV
window 0.2: predicted by 1/24 law 0.759 meV
end-point mean - Delta 59.18 meV
three-point rule - Delta 4.03 meV
smallest distance to another level 3.21 eV
LDA/def2-TZVP: Delta -9.0342 eV
LDA/def2-TZVP: eps(1/2) -9.0474 eV
LDA/def2-TZVP: Delta - eps(1/2) 13.21 meV
PBE0/def2-SVP: Delta -9.1104 eV
PBE0/def2-SVP: eps(1/2) -9.1595 eV
PBE0/def2-SVP: Delta - eps(1/2) 49.09 meV
planar cation: relaxed bond 0.1498 nm
cation relaxation energy 0.851 eV
silicon relative permittivity (rough) 11.7 (no unit)
cubic cell edge 1.629 nm
image constant 2.8373 (no unit)
image shift of Delta and of eps(1/2) 0.107 eV
host cavity radius (rough) 0.20 nm
host polarization shift of Delta 3.29 eV
```
